# Drift velocity in a miniband with elastic and inelastic scattering: verification in Python

```python
# Drift velocity in a cosine miniband with separate inelastic and elastic rates.
# Result under test:
#   v = (width*d/(2*hbar)) * C0 * w*g_in / (w^2 + g_in*(g_in+g_el))
#   peak lowered by sqrt(g_in/(g_in+g_el)) relative to g_el = 0
# w = F*d/hbar: Bloch angular frequency; F: force; d: period; width: miniband width
# C0: thermal mean of cos(k*d); g_in: rate of return to the thermal distribution
# g_el: decay rate of the odd part of f by reversals k -> -k (reversal rate g_el/2)
# Working units: meV, nm, ps.  1 nm/ps = 1e5 cm/s, 1 meV/nm = 10 kV/cm (per charge e).
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import iv

HBAR = sc.hbar / sc.e * 1e15                       # meV ps
KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e21      # hbar^2/(2 m_e), meV nm^2
KB = sc.k / sc.e * 1e3                             # meV/K

# Chosen inputs (rough typical values for a GaAs/AlGaAs superlattice)
well, barrier = 4.0, 2.5
m_well, m_barrier = 0.067, 0.092
offset = 250.0
temperature, hot_temperature = 300.0, 400.0
g_in, g_el = 6.0, 12.0
density_cm3 = 3e16
permittivity = 12.9
d = well + barrier
kT = KB * temperature
g_tot = g_in + g_el


# ---------- miniband from the layer structure ----------
def cos_bloch(energy, height):
    k = np.sqrt(energy * m_well / KIN + 0j)
    kappa = np.sqrt((height - energy) * m_barrier / KIN + 0j)
    eta = kappa * m_well / (k * m_barrier)
    value = (np.cos(k * well) * np.cosh(kappa * barrier)
             + 0.5 * (eta - 1 / eta) * np.sin(k * well) * np.sinh(kappa * barrier))
    return np.real(value)


def next_edge(level, start, height):
    grid = np.linspace(start, 600.0, 3001)
    values = cos_bloch(grid, height) - level
    i = np.where(values[:-1] * values[1:] < 0)[0][0]
    return brentq(lambda e: cos_bloch(e, height) - level, grid[i], grid[i + 1],
                  xtol=1e-11)


def band_edges(height):
    bottom = next_edge(1.0, 1.0, height)
    top = next_edge(-1.0, bottom + 0.1, height)
    second = next_edge(-1.0, top + 0.1, height)
    return bottom, top, second


def grid_levels(sign):
    # real-space diagonalization of one period, periodic (+1) or antiperiodic (-1)
    h = 0.025
    n_well, n_bar = round(well / h), round(barrier / h)
    mass = np.r_[np.full(n_well, m_well), np.full(n_bar, m_barrier)]
    pot = np.r_[np.zeros(n_well), np.full(n_bar, offset)]
    hop = KIN / (0.5 * (mass + np.roll(mass, -1)) * h**2)
    ham = np.diag(pot + hop + np.roll(hop, 1))
    n = len(mass)
    for i in range(n):
        j = (i + 1) % n
        factor = sign if j == 0 else 1
        ham[i, j] -= factor * hop[i]
        ham[j, i] -= factor * hop[i]
    return np.linalg.eigvalsh(ham)


bottom, top, second = band_edges(offset)
periodic, antiperiodic = grid_levels(1), grid_levels(-1)
assert abs(periodic[0] - bottom) < 0.5
assert abs(antiperiodic[0] - top) < 0.5
assert abs(antiperiodic[1] - second) < 0.5
width = top - bottom
gap = second - top
x = width / (2 * kT)
v_unit = width * d / (2 * HBAR)                    # maximum band velocity, nm/ps

# ---------- kinetic equation on a grid of theta = k*d ----------
N = 81
index = np.arange(N) - N // 2
theta = 2 * np.pi * index / N
diff = index[:, None] - index[None, :]
half_sine = np.sin(np.pi * diff / N)
np.fill_diagonal(half_sine, 1.0)
derivative = 0.5 * (-1.0)**diff / half_sine
np.fill_diagonal(derivative, 0.0)
identity = np.eye(N)
reversal = identity[::-1]
thermal = np.exp(x * np.cos(theta))
thermal /= thermal.sum()
C0 = thermal @ np.cos(theta)
assert abs(C0 - iv(1, x) / iv(0, x)) < 1e-12


def steady(w, gi, ge, f0=thermal):
    operator = w * derivative + gi * identity + 0.5 * ge * (identity - reversal)
    return np.linalg.solve(operator, gi * f0)


def mean_sine(w, gi, ge):
    return steady(w, gi, ge) @ np.sin(theta)


def formula_sine(w, gi, ge):
    return C0 * w * gi / (w**2 + gi * (gi + ge))


def numerical_peak(gi, ge):
    best = minimize_scalar(lambda w: -mean_sine(w, gi, ge), bounds=(0.1, 80),
                           method="bounded", options={"xatol": 1e-7})
    return best.x, -best.fun


worst = 0.0
for gi, ge in [(6, 12), (6, 0), (2, 15), (10, 3)]:
    for w in (0.3, 3.0, 11.0, 50.0):
        f = steady(w, gi, ge)
        S, C = f @ np.sin(theta), f @ np.cos(theta)
        worst = max(worst, abs(S / formula_sine(w, gi, ge) - 1))
        assert f.min() > 0 and abs(f.sum() - 1) < 1e-10
        assert abs(w * S - gi * (C0 - C)) < 1e-9   # power gained = power removed
    w_num, s_num = numerical_peak(gi, ge)
    s_without = numerical_peak(gi, 0)[1]
    assert abs(w_num / np.sqrt(gi * (gi + ge)) - 1) < 1e-4
    assert abs(s_num / s_without - np.sqrt(gi / (gi + ge))) < 1e-7
assert worst < 1e-8

# raising both relaxation rates together leaves the peak height unchanged
assert abs(numerical_peak(g_tot, 0)[1] - numerical_peak(g_in, 0)[1]) < 1e-8
# low-field slope set by the total rate, high-field tail independent of g_el
assert abs(mean_sine(1e-3, g_in, g_el) / 1e-3 * g_tot / C0 - 1) < 1e-5
assert abs(mean_sine(400, g_in, g_el) / mean_sine(400, g_in, 0) - 1) < 1e-3

w_peak, s_peak = numerical_peak(g_in, g_el)
w_peak0, s_peak0 = numerical_peak(g_in, 0)

# stability: one conserved mode, all others decay between g_in and g_tot
generator = (-w_peak * derivative - g_in * identity
             - 0.5 * g_el * (identity - reversal)
             + g_in * np.outer(thermal, np.ones(N)))
decay = np.sort(np.linalg.eigvals(generator).real)[::-1]
assert abs(decay[0]) < 1e-8
assert decay[1] < -g_in + 1e-5 and decay[-1] > -g_tot - 1e-5

# ---------- individual electrons: flights, reversals, thermal resets ----------
rng = np.random.default_rng(7)
walkers, burn_in, events = 20000, 30, 200
angle = rng.vonmises(0, x, walkers)
path, duration = np.zeros(walkers), np.zeros(walkers)
event_rate = g_in + g_el / 2
for step in range(burn_in + events):
    flight = rng.exponential(1 / event_rate, walkers)
    after = angle + w_peak * flight
    if step >= burn_in:
        path += (np.cos(angle) - np.cos(after)) / w_peak
        duration += flight
    reset = rng.random(walkers) < g_in / event_rate
    angle = np.where(reset, rng.vonmises(0, x, walkers), -after)
s_mc = path.sum() / duration.sum()
s_err = np.std(path - s_mc * duration) / np.sqrt(walkers) / duration.mean()
assert s_err < 0.01 * s_peak
assert abs(s_mc - formula_sine(w_peak, g_in, g_el)) < 4 * s_err

# ---------- neglected: elastic exchange with transverse energy ----------
# each elastic event picks any state of the same total energy, at constant rate g_el
dE, n_perp = 0.5, 1000
e_perp = (np.arange(n_perp) + 0.5) * dE
e_total = (width / 2 * (1 - np.cos(theta)))[:, None] + e_perp[None, :]
shell = np.floor(e_total / dE).astype(int)
shell_flat = shell.ravel()
shell_size = np.maximum(np.bincount(shell_flat), 1)
f0_3d = np.exp(-e_total / kT)
f0_3d /= f0_3d.sum()
harmonic = np.arange(N // 2 + 1)[:, None]


def shell_model(w):
    f = f0_3d
    for _ in range(45):
        average = np.bincount(shell_flat, weights=f.ravel()) / shell_size
        source = g_in * f0_3d + g_el * average[shell]
        f = np.fft.irfft(np.fft.rfft(source, axis=0) / (g_tot + 1j * w * harmonic),
                         n=N, axis=0)
    return f.sum(axis=1) @ np.sin(theta), np.sum((f - f0_3d) * e_total)


assert abs(shell_model(0.05)[0] / formula_sine(0.05, g_in, g_el) - 1) < 5e-3
best3 = minimize_scalar(lambda w: -shell_model(w)[0], bounds=(2, 60),
                        method="bounded", options={"xatol": 0.05})
w_peak3, s_peak3 = best3.x, -best3.fun
gain3 = shell_model(w_peak3)[1]
# finite shell thickness lets energy conservation fail slightly
assert abs(w_peak3 * width / 2 * s_peak3 / (g_in * gain3) - 1) < 0.03

# ---------- neglected: non-cosine part of the band ----------
M = 64
q = (np.arange(M) + 0.5) * np.pi / M
band = np.array([brentq(lambda e: cos_bloch(e, offset) - np.cos(t), bottom, top)
                 for t in q])
orders = np.arange(1, 13)
coef = np.array([2 / M * np.sum(band * np.cos(n * q)) for n in orders])
real_energy = np.cos(np.outer(theta, orders)) @ coef
real_velocity = -np.sin(np.outer(theta, orders)) @ (orders * coef) * d / HBAR
real_thermal = np.exp(-(real_energy - real_energy.min()) / kT)
real_thermal /= real_thermal.sum()
real_best = minimize_scalar(
    lambda w: -(steady(w, g_in, g_el, real_thermal) @ real_velocity),
    bounds=(0.1, 80), method="bounded")
v_real = -real_best.fun

# ---------- neglected: tunnelling to the second miniband ----------
# test of exp(-m d gap^2/(4 hbar^2 F)) in units hbar = 1, hbar^2/(2m) = 1, d = pi
plane = 2.0 * np.arange(-2, 2)
test_gap, test_force = 0.2, 0.02
coupling = test_gap / 2 * (np.eye(4, k=1) + np.eye(4, k=-1))


def wave_ham(k):
    return np.diag((k + plane)**2) + coupling


start = np.linalg.eigh(wave_ham(0.0))[1][:, 0].astype(complex)
run = solve_ivp(lambda t, c: -1j * (wave_ham(test_force * t) @ c),
                (0, 2 / test_force), start, method="DOP853", rtol=1e-8, atol=1e-10)
final = np.linalg.eigh(wave_ham(2.0))[1][:, 0]
p_test = 1 - abs(final @ run.y[:, -1])**2
p_formula = np.exp(-0.5 * np.pi * test_gap**2 / (4 * test_force))
assert abs(p_test - p_formula) < 0.02
force_peak = HBAR * w_peak / d                     # meV/nm
zener_exponent = m_well * d * gap**2 / (8 * KIN * force_peak)

# ---------- neglected: degeneracy, transverse momentum, temperature ----------
sheet = density_cm3 * 1e-21 * d                    # electrons per nm^2 and period
cos_energy = width / 2 * (1 - np.cos(theta))
state_density = m_well * kT / (2 * np.pi * KIN)


def occupation(z):
    return np.log1p(z * np.exp(-cos_energy / kT))


fugacity = brentq(lambda z: state_density * occupation(z).mean() - sheet, 1e-8, 1e4)
C0_fermi = occupation(fugacity) @ np.cos(theta) / occupation(fugacity).sum()
low, high, _ = band_edges(offset - (1 - m_well / m_barrier) * kT)
width_transverse = high - low
x_hot = width / (2 * KB * hot_temperature)
C0_hot = iv(1, x_hot) / iv(0, x_hot)

# ---------- neglected: field domains beyond the peak ----------
v_peak, v_peak0 = v_unit * s_peak, v_unit * s_peak0
F_peak, F_peak0 = 10 * HBAR * w_peak / d, 10 * HBAR * w_peak0 / d
w_scan = np.linspace(0.5, 6, 20001) * w_peak
v_scan = v_unit * formula_sine(w_scan, g_in, g_el)
slope = np.gradient(v_scan, w_scan)
steep = np.argmin(slope)
assert abs(slope[steep] * w_peak / v_peak + 0.25) < 1e-4
slope_SI = -slope[steep] * 1e3 / (HBAR / d * 1e6)  # (m/s)/(V/m)
growth = density_cm3 * 1e6 * sc.e * slope_SI / (permittivity * sc.epsilon_0)
growth_length = v_scan[steep] * 1e3 / growth * 1e9
mobility = 100 * v_unit * C0 / g_tot / (10 * HBAR / d)

# ---------- output ----------
print(f"well, barrier, period: {well:.1f}, {barrier:.1f}, {d:.1f} nm")
print(f"well mass, barrier mass: {m_well:.3f}, {m_barrier:.3f} m_e")
print(f"barrier height: {offset:.0f} meV")
print(f"temperature: {temperature:.0f} K, kT = {kT:.2f} meV")
print(f"g_in, g_el, total: {g_in:.1f}, {g_el:.1f}, {g_tot:.1f} per ps")
print(f"miniband bottom, top: {bottom:.2f}, {top:.2f} meV")
print(f"miniband width: {width:.2f} meV")
print(f"gap to second miniband: {gap:.1f} meV")
print(f"width/(2kT): {x:.4f}")
print(f"thermal mean cosine C0: {C0:.4f}")
print(f"maximum band velocity: {v_unit:.1f} nm/ps")
print(f"low-field mobility: {mobility:.0f} cm2/Vs")
print(f"peak Bloch frequency, with g_el: {w_peak:.3f} rad/ps")
print(f"peak field, with g_el: {F_peak:.2f} kV/cm")
print(f"peak field, g_el = 0: {F_peak0:.2f} kV/cm")
print(f"peak velocity, with g_el: {v_peak:.2f} nm/ps = {v_peak/10:.3f}e6 cm/s")
print(f"peak velocity, g_el = 0: {v_peak0:.2f} nm/ps = {v_peak0/10:.3f}e6 cm/s")
print(f"peak ratio from kinetic equation: {s_peak/s_peak0:.6f}")
print(f"square-root factor: {np.sqrt(g_in/g_tot):.6f}")
print("field/peak field | field kV/cm | v nm/ps | v nm/ps with g_el = 0")
for u in (0.25, 0.5, 1.0, 2.0, 4.0):
    w = u * w_peak
    print(f"  {u:.2f} | {u*F_peak:.2f} | {v_unit*formula_sine(w, g_in, g_el):.2f}"
          f" | {v_unit*formula_sine(w, g_in, 0):.2f}")
print(f"largest relative error, formula against grid: {worst:.1e}")
print(f"simulated mean sine at peak: {s_mc:.5f} +- {s_err:.5f}")
print(f"formula mean sine at peak: {s_peak:.5f}")
print("Neglected effects")
print(f"transverse mixing: peak velocity {v_unit*s_peak3:.1f} nm/ps")
print(f"transverse mixing: peak field {10*HBAR*w_peak3/d:.1f} kV/cm")
print(f"transverse mixing: lowering factor {s_peak3/s_peak0:.3f}")
print(f"transverse mixing: mean energy gain {gain3:.2f} meV")
print(f"second/first band harmonic: {coef[1]/coef[0]:.4f}")
print(f"peak velocity with computed band shape: {v_real:.2f} nm/ps")
print(f"tunnelling test, solved and formula: {p_test:.4f}, {p_formula:.4f}")
print(f"tunnelling exponent at peak field: {zener_exponent:.1f}")
print(f"tunnelling probability per Bloch cycle: {np.exp(-zener_exponent):.1e}")
print(f"electron density: {density_cm3:.1e} cm^-3, fugacity {fugacity:.4f}")
print(f"C0 with Fermi statistics: {C0_fermi:.4f}")
print(f"width at transverse energy kT: {width_transverse:.2f} meV")
print(f"peak velocity at {hot_temperature:.0f} K, same rates: "
      f"{v_peak*C0_hot/C0:.2f} nm/ps")
print(f"hbar*total rate: {HBAR*g_tot:.2f} meV, over width {HBAR*g_tot/width:.3f}")
print(f"Bloch energy at peak: {HBAR*w_peak:.2f} meV, over width "
      f"{HBAR*w_peak/width:.3f}")
print(f"relative permittivity used: {permittivity:.1f}")
print(f"steepest falling slope at {w_scan[steep]/w_peak:.3f} times peak field")
print(f"domain growth rate there: {growth*1e-12:.3f} per ps")
print(f"drift length per e-fold of domain growth: {growth_length:.0f} nm")
print("finished without a failed check")
```

Printed output:

```
well, barrier, period: 4.0, 2.5, 6.5 nm
well mass, barrier mass: 0.067, 0.092 m_e
barrier height: 250 meV
temperature: 300 K, kT = 25.85 meV
g_in, g_el, total: 6.0, 12.0, 18.0 per ps
miniband bottom, top: 74.27, 128.88 meV
miniband width: 54.61 meV
gap to second miniband: 163.5 meV
width/(2kT): 1.0562
thermal mean cosine C0: 0.4660
maximum band velocity: 269.7 nm/ps
low-field mobility: 689 cm2/Vs
peak Bloch frequency, with g_el: 10.392 rad/ps
peak field, with g_el: 10.52 kV/cm
peak field, g_el = 0: 6.08 kV/cm
peak velocity, with g_el: 36.27 nm/ps = 3.627e6 cm/s
peak velocity, g_el = 0: 62.82 nm/ps = 6.282e6 cm/s
peak ratio from kinetic equation: 0.577350
square-root factor: 0.577350
field/peak field | field kV/cm | v nm/ps | v nm/ps with g_el = 0
  0.25 | 2.63 | 17.07 | 45.82
  0.50 | 5.26 | 29.02 | 62.18
  1.00 | 10.52 | 36.27 | 54.41
  2.00 | 21.05 | 29.02 | 33.48
  4.00 | 42.09 | 17.07 | 17.77
largest relative error, formula against grid: 1.8e-14
simulated mean sine at peak: 0.13460 +- 0.00027
formula mean sine at peak: 0.13451
Neglected effects
transverse mixing: peak velocity 49.8 nm/ps
transverse mixing: peak field 14.9 kV/cm
transverse mixing: lowering factor 0.792
transverse mixing: mean energy gain 12.37 meV
second/first band harmonic: -0.1062
peak velocity with computed band shape: 32.69 nm/ps
tunnelling test, solved and formula: 0.4564, 0.4559
tunnelling exponent at peak field: 36.3
tunnelling probability per Bloch cycle: 1.7e-16
electron density: 3.0e+16 cm^-3, fugacity 0.0608
C0 with Fermi statistics: 0.4611
width at transverse energy kT: 55.62 meV
peak velocity at 400 K, same rates: 28.64 nm/ps
hbar*total rate: 11.85 meV, over width 0.217
Bloch energy at peak: 6.84 meV, over width 0.125
relative permittivity used: 12.9
steepest falling slope at 1.732 times peak field
domain growth rate there: 0.363 per ps
drift length per e-fold of domain growth: 87 nm
finished without a failed check
```
